# Closest Orthonormal Bloch Frames and Instability from Small Singular Values

## Orthonormal frames from trial orbitals

A numerical diagonalization returns Bloch states with arbitrary phases at each wave vector $k$, and with arbitrary mixtures wherever levels are degenerate. If such states are Fourier transformed as they stand, neighbouring $k$ points do not fit together, and the resulting Wannier functions need not be localized. Projecting localized trial orbitals on the bands removes the arbitrariness, but the projected orbitals are not orthonormal. They must be orthonormalized, and the procedure can itself fail when two projections become nearly dependent. Two questions therefore arise: which orthonormal frame changes the projected orbitals least, and how strongly does it react when the projections are poor?

### The closest frame

At fixed $k$, let the columns of $C$ be $N$ orthonormal Bloch states, so that $C^\dagger C=1$ and $P=CC^\dagger$ projects on the band space. Let the columns of $G$ be the Bloch sums of $J\le N$ trial orbitals, normalized per cell. Define

$$A=C^\dagger G,\qquad \Phi=CA=PG. \tag{1}$$

The $N\times J$ matrix $A$ holds the overlaps, and $\Phi$ the projected trials. An orthonormal frame in the band space has the form $\chi=CX$ with $X^\dagger X=1$. Distances are measured by $\|M\|^2=\mathrm{Tr}\,M^\dagger M$, the sum of the squared distances of the columns.

Split the difference between frame and trials into parts inside and outside the band space:

$$CX-G=C(X-A)-(1-P)G .$$

The parts are orthogonal because $C^\dagger(1-P)=0$, and $C$ preserves norms. Hence

$$\|CX-G\|^2=\|X-A\|^2+\|(1-P)G\|^2. \tag{2}$$

The last term does not depend on $X$. The frame closest to the projected trials is therefore also closest to the original trials.

Write the thin singular value decomposition $A=W\Sigma V^\dagger$, where $W^\dagger W=1$, $V$ is unitary, and $\Sigma$ contains $\sigma_1\ge\dots\ge\sigma_J\ge0$. Expanding the square and using the cyclic property of the trace gives

$$\|X-A\|^2=J+\sum_i\sigma_i^2-2\sum_i\sigma_i\,\mathrm{Re}\,(W^\dagger XV)_{ii}. \tag{3}$$

The element $(W^\dagger XV)_{ii}$ is the inner product of two unit vectors, column $i$ of $W$ and column $i$ of $XV$. Its real part is at most one, so

$$\|X-A\|^2\ge\sum_i(1-\sigma_i)^2. \tag{4}$$

Equality holds for

$$X=U=WV^\dagger. \tag{5}$$

If all $\sigma_i>0$, equality requires every inner product to equal one. Unit vectors with inner product one coincide, so $XV=W$, and the minimizer is unique. In this case $A^\dagger A=V\Sigma^2V^\dagger$, and

$$U=W\Sigma V^\dagger\,V\Sigma^{-1}V^\dagger=A(A^\dagger A)^{-1/2}. \tag{6}$$

This is the unitary polar factor for $N=J$; for $N>J$ it has orthonormal columns but is not square. If $\sigma_J=0$, the last column of $W$ can be multiplied by any phase without changing (3). The closest frame is then not unique.

Because $\Phi^\dagger\Phi=A^\dagger A$, the frame can be written without reference to the chosen Bloch states:

$$\chi=CU=\Phi(\Phi^\dagger\Phi)^{-1/2}. \tag{7}$$

Remixing them by a unitary $Y$, $C\to CY$, gives $A\to Y^\dagger A$ and leaves $\Phi$ and $\chi$ unchanged. If $P(k)$ and $G(k)$ are smooth, as for a group of bands separated by gaps and localized trials, then $\chi(k)$ is smooth wherever $\sigma_J>0$, since the inverse square root is a smooth function of a positive definite matrix.

The result carries over to real space. Wannier functions $w_n$ are the Fourier transforms of the columns of $\chi$. By Parseval's theorem, the sum of $\|w_n-g_n\|^2$ is the Brillouin-zone average, written $\langle\dots\rangle$, of (2). If the trials and their lattice translates are orthonormal, then $\|(1-P)G\|^2=J-\sum_i\sigma_i^2$, and (2) with (4) gives

$$\sum_n\|w_n-g_n\|^2=2\Big\langle J-\sum_i\sigma_i\Big\rangle. \tag{8}$$

Each $k$ is minimized separately, so no other orthonormal set in the band space generated by lattice translations lies closer to the trials.

### A bound on the response

Let two overlap matrices of full rank have polar forms $A=UH$ and $A'=U'H'$, with $H=(A^\dagger A)^{1/2}$ and likewise for $H'$. Set $D=U-U'$, $Q=U^\dagger U'$ and $K=(Q+Q^\dagger)/2$. Multiplying out,

$$\begin{aligned}
\mathrm{Re\,Tr}\,D^\dagger(A-A')&=\mathrm{Re\,Tr}\,(H-QH'-Q^\dagger H+H')\\
&=\mathrm{Tr}\,(H+H')(1-K). 
\end{aligned}\tag{9}$$

The second line uses $\mathrm{Re\,Tr}\,Q^\dagger H=\mathrm{Tr}\,KH$, valid for Hermitian $H$, and the same for $H'$. Since $Q$ cannot lengthen a vector, $1-K$ has no negative eigenvalue. The smallest eigenvalues of $H$ and $H'$ are $\sigma_{\min}$ and $\sigma'_{\min}$. Moreover,

$$\|D\|^2=2J-2\,\mathrm{Re\,Tr}\,Q=2\,\mathrm{Tr}(1-K).$$

The right side of (9) is therefore at least $\tfrac12(\sigma_{\min}+\sigma'_{\min})\|D\|^2$. By the Cauchy–Schwarz inequality the left side is at most $\|D\|\,\|A-A'\|$. Thus

$$\|U-U'\|\le\frac{2}{\sigma_{\min}+\sigma'_{\min}}\|A-A'\|. \tag{10}$$

The bound is sharp: $A=\mathrm{diag}(1,\sigma)$ and $A'=\mathrm{diag}(1,\sigma e^{i\epsilon})$ with $\sigma\le1$ give equality.

To see which errors are amplified, differentiate $A=UH$, which gives $dA=dU\,H+U\,dH$. Put $M=W^\dagger dA\,V$ and $Z=W^\dagger dU\,V$. Because $W=UV$, we have $Z=V^\dagger(U^\dagger dU)V$, and $Z$ is anti-Hermitian because $U^\dagger U=1$. Then

$$M=Z\Sigma+V^\dagger dH\,V .$$

The last term is Hermitian and cancels from $M-M^\dagger=Z\Sigma+\Sigma Z$, so

$$Z_{ij}=\frac{(M-M^\dagger)_{ij}}{\sigma_i+\sigma_j}. \tag{11}$$

For $N>J$ there is also a part outside the columns of $W$. There $(1-WW^\dagger)U=0$, and the differentiated equation gives $(1-WW^\dagger)dU=(1-WW^\dagger)dA\,H^{-1}$. Altogether,

$$dU=WZV^\dagger+(1-WW^\dagger)\,dA\,V\Sigma^{-1}V^\dagger. \tag{12}$$

The largest first-order amplification is $1/\sigma_{\min}$. Equation (10) forbids more, and a phase error $dA=i\epsilon\,w_Jv_J^\dagger$ attains it, where $w_J$ and $v_J$ are the last columns of $W$ and $V$.

A small singular value thus permits a large response but does not force one. If $N=J$ and $M$ is Hermitian, $dU=0$. Multiplying every trial by the same small positive number lowers all singular values and leaves the frame unchanged. Instability requires changes of $A$ that are not small compared with $\sigma_{\min}$ and that point in a sensitive direction.

### From the gauge to the Wannier spread

Consider one dimension with lattice constant $a$. Use cell-periodic vectors, whose component on a site at $x_j$ multiplies $e^{ik(R+x_j)}$, with $R$ the cell position. The Wannier function is then

$$w_n(R+x_j)=\frac{a}{2\pi}\int dk\,e^{ik(R+x_j)}\chi_{jn}(k).$$

Multiplication by position acts as $-i\partial_k$ on the exponential. Integration by parts turns this into $i\partial_k$ on $\chi$; the boundary term vanishes because the integrand is periodic. Hence

$$\sum_n\langle x^2\rangle_n=\langle\|\partial_k\chi\|^2\rangle\le\left\langle\frac{\|\partial_k\Phi\|^2}{\sigma_{\min}^2}\right\rangle. \tag{13}$$

The inequality follows from (10) applied to $\Phi$ at neighbouring $k$ points: $\Phi=\chi H$ is a polar form with the same singular values as $A$. Using $\Phi$ avoids the arbitrary phases contained in $A$.

Define the spread $\Omega=\sum_n(\langle x^2\rangle_n-\langle x\rangle_n^2)$. For $N=J$, $P=\chi\chi^\dagger$. The two off-diagonal blocks of $\partial_kP$, between the band space and its complement, each have squared norm $\|(1-P)\partial_k\chi\|^2$, and the diagonal blocks vanish. The quantity

$$\Omega_I=\tfrac12\langle\|\partial_kP\|^2\rangle=\langle\|(1-P)\partial_k\chi\|^2\rangle \tag{14}$$

therefore depends on the band space alone. With $B=i\chi^\dagger\partial_k\chi$ and $\langle x\rangle_n=\langle B_{nn}\rangle$, the remainder is $\Omega-\Omega_I=\langle\|B\|^2\rangle-\sum_n\langle B_{nn}\rangle^2\ge0$. Poor trials can inflate this remainder, but they leave $\Omega_I$ untouched.

### A near-zero singular value

Take $N=J$ and let one singular value have a small minimum $\sigma_0$ at $k=0$, the others staying finite. In a locally smooth Bloch basis, the overlap in the weak channel is

$$\alpha(k)=\sigma_0+\beta k+O(k^2).$$

Mixing with the strong channels changes $\alpha$ at order $k^2$, which is negligible for $|k|$ of order $\sigma_0/|\beta|$. The minimum of $|\alpha|^2$ lies at $k=0$, so $\mathrm{Re}\,\beta=0$. Assume that $\beta$ does not vanish, write $\beta=iv$, and choose the direction of $k$ so that $v>0$. Then

$$\sigma_{\min}^2\simeq\sigma_0^2+v^2k^2,\qquad \theta=\arctan\frac{vk}{\sigma_0}, \tag{15}$$

where $\theta$ is the phase of the polar factor in this channel. Its derivative is $\theta'=\sigma_0v/(\sigma_0^2+v^2k^2)$. By (11), elements of $\partial_kU$ that involve a strong channel have finite denominators, so the singular growth comes from $\theta'$ alone:

$$\frac{a}{2\pi}\int_{-\infty}^{\infty}\frac{\sigma_0^2v^2\,dk}{(\sigma_0^2+v^2k^2)^2}
=\frac{a}{2\pi}\,\frac{\pi v}{2\sigma_0}=\frac{av}{4\sigma_0}. \tag{16}$$

Cross terms with smooth derivatives stay finite because $\int\theta'dk=\pi$, and so do the centres. At leading order $\Omega\simeq av/(4\sigma_0)$.

At $\sigma_0=0$ the phase factor is $\alpha/|\alpha|=i\,\mathrm{sgn}\,k$. One direction of the frame changes sign, and the frame jumps by norm 2. A jump in $k$ gives an amplitude falling as $1/|x|$. The second moment then sums $x^2/x^2$ and grows in proportion to the length of the supercell.

In two dimensions a zero can be unavoidable. If $N=J$ and $\sigma_{\min}>0$ throughout the zone, $\chi$ is a smooth periodic frame. Up to sign convention, the Chern number is then the zone integral of the curl of the periodic field $i\,\mathrm{Tr}\,\chi^\dagger\nabla_k\chi$, divided by $2\pi$, and it vanishes. Bands with a nonzero Chern number therefore force $\sigma_{\min}=0$ somewhere for every smooth periodic set of $J$ trials.

### A chain with good and bad trials

Consider a chain with sites $0,1,2,3$ in each cell, site spacing 1.2 Å and $a=4.8$ Å. The hopping magnitudes around the cell are 2.9, 2.2, 2.7 and 2.2 eV, entering the Hamiltonian with a minus sign. The site energies alternate as $\pm\Delta$, with $\Delta=0.1$ eV. The two lower bands are filled, and a gap of 1.21 eV separates them from the two empty bands. The trials are equal-weight combinations on either the two strong or the two weak bonds.

At $k=0$ and $\Delta=0$, reflection about the middle of the first strong bond exchanges sites 0 and 1, and sites 2 and 3. Even states have amplitudes $(p,p,q,q)$, with Hamiltonian

$$-\begin{pmatrix}2.9&2.2\\2.2&2.7\end{pmatrix}\ \text{eV}.$$

Both its eigenvalues are negative, because the bracketed matrix has positive trace and determinant. Odd states $(p,-p,q,-q)$ have the opposite matrix and positive energies. The filled space is therefore the whole even space. The weak-bond trials are $(0,1,1,0)/\sqrt2$ and $(1,0,0,1)/\sqrt2$. Their normalized difference, up to sign $d=\tfrac12(1,-1,-1,1)$, is odd and has no filled component: $\sigma_{\min}=0$. The strong-bond trials are even and lie entirely in the filled space.

The site energies restore a small overlap. Replace both strong hoppings by their mean, 2.8 eV, and let $w=2.8-2.2=0.6$ eV. The site energies couple $d$, at energy $w$, to $e=\tfrac12(1,1,-1,-1)$, at energy $-w$:

$$\begin{pmatrix}-w&\Delta\\ \Delta&w\end{pmatrix},\qquad
\sigma_0^2=\frac12\left(1-\frac{w}{\sqrt{w^2+\Delta^2}}\right)\simeq\frac{\Delta^2}{4w^2}. \tag{17}$$

Here $\sigma_0^2$ is the weight of $d$ in the lower eigenvector; the other filled state has no component on $d$. For $\Delta=0.1$ eV the small-offset form gives $0.1/1.2=0.083$, and the full four-site model gives 0.0827.

The inverse, 12.1, limits the amplification of small errors in $A$ at $k=0$. Among 4000 random errors of norm $10^{-5}$, the largest amplification found was 11.5. For the strong-bond trials it was 0.996, against a limit of 1.003.

At $k=0.05$ Å$^{-1}$, the squared distance from the projected weak-bond trials is 0.535 for the polar frame and 0.875 for Gram–Schmidt orthonormalization in the given order. A direct search over frames, made without the singular value decomposition, found a least squared distance of 1.464148 from the unprojected trials, in agreement with (2) and (4).

The spread depends strongly on the choice of trials. The band space fixes $\Omega_I=3.01$ Å$^2$. Strong-bond trials give $\Omega=3.03$ Å$^2$ (10.8 bohr$^2$), while weak-bond trials give 79.4 Å$^2$ (284 bohr$^2$) for the same bands. The second moments about the origin, 12.9 and 89.2 Å$^2$, respect the bounds (13), which are 13.6 and 203 Å$^2$.

The centres also move. Second moment minus spread is the sum of squared centres, which is $89.237-79.402=9.8$ Å$^2$ for the weak-bond trials. Centres at the trial positions, 1.8 and 4.2 Å, would give 20.9 Å$^2$; the strong-bond midpoints, 0.6 and 3.0 Å, would give 9.4 Å$^2$. The computed centres are 0.664 and 3.065 Å, within about 0.001 Å of those of the strong-bond frame; the sum of the centres is fixed modulo $a$ by the band space. A phase change of $\pi$ in (15) contributes $a/2=2.4$ Å in magnitude to this sum. The shift of the sum from the trial positions is 2.27 Å at $\Delta=0.1$ eV and 2.37 Å at 0.02 eV.

At $\Delta=0$ the weak singular value rises with slope $v=5.61$ Å, so (16) predicts a coefficient $4.8\times5.61/4=6.73$ Å$^2$ for $1/\sigma_0$. The spreads at $\Delta=0.02$ and 0.04 eV give 6.75 Å$^2$ from their difference. With $v$ held at its zero-offset value, the leading term at $\Delta=0.1$ eV is $6.73/0.0827=81$ Å$^2$, about 2% above the computed spread. At $\Delta=0.4$ eV, where $\sigma_0=0.290$, it is 23 Å$^2$ against 17 Å$^2$, so the leading term no longer suffices.

With $\Delta=0$ the weak-bond frame jumps by 2.000 across $k=0$. On $k$ meshes that avoid this point, its spread is 3239 Å$^2$ for 1000 cells and 6476 Å$^2$ for 2000 cells. The number has no bulk limit: it measures the supercell.

### The model beside a conjugated polymer

The hoppings and spacing are rough values in the regime of polyacetylene, whose optical gap is roughly 1.5 eV. The unequal strong bonds are a model choice, since the ideal polymer has equal ones, and the site offset stands for unequal substitution. Electron interaction can change $\sigma_0$ in either direction. One pass of nearest-neighbour exchange with a rough strength of 2 eV, the site energies held fixed, lowers $\sigma_0$ from 0.083 to 0.051. This correction applies only if the hoppings do not already contain exchange. The direct part of the same interaction also shifts the site energies: included with exchange, it raises $\sigma_0$ to about 0.14 in one pass, while on-site repulsion acts against it and, at about 5 eV, nearly cancels the net change. The one-pass value 0.14 is not converged: iterated to self-consistency without on-site repulsion, the charge alternation grows and $\sigma_0$ reaches about 0.57, whereas with 5 eV it settles near 0.09. The sign of the total interaction correction is therefore not settled by the exchange estimate. An orbital overlap of 0.18 on the weak bonds, scaled with hopping elsewhere, gives 0.074 if the trials are normalized one by one, but 0.083 if they are first made orthonormal. The drop thus reflects the reduced norm of the combination $d$, not a change of the filled space. Lowering both strong hoppings by 0.1 eV gives 0.099; raising both by the same amount gives 0.071. This shows the sensitivity but understates lattice fluctuations: typical polyacetylene parameters (spring constant 21 eV/Å$^2$, mass 13 u, coupling 4.1 eV/Å) give a zero-point hopping change of about 0.2 eV per bond, and a static change of the dimerization by that amount, with strong and weak bonds moving oppositely, puts $\sigma_0$ between 0.05 and 0.24. A second-neighbour hopping of $-0.1$ eV changes nothing at the quoted precision. The thermal factor $e^{-E_{\rm gap}/2k_BT}$ at 300 K is about $7\times10^{-11}$, so filled bands are a good assumption for the undoped model. The spreads treat each orbital as a point. The width of a carbon 2p orbital, taken as a Slater function with exponent 1.625 bohr$^{-1}$, would add roughly 0.3 Å$^2$ along the chain to both $\Omega$ and $\Omega_I$. Unequal bond lengths, torsion and correlation beyond these one-pass estimates have not been sized.

For a separated group of bands with as many trials as bands, a deep minimum of $\sigma_{\min}(k)$ is a reason to change the trials before interpreting a large spread, unless the bands carry a nonzero Chern number, in which case no set of $J$ trials removes the zero. Here, moving them to the strong bonds raises the smallest singular value on the mesh from 0.083 to 0.899 and brings the spread within 1% of $\Omega_I$.

## Calculated quantities

```
hoppings (eV): [2.9 2.2 2.7 2.2]  site offset (eV): 0.1
site spacing 1.2 angstrom, cell length 4.8 angstrom
band gap 1.2121 eV; k points 4096
search minimum, chain at k=0.05/angstrom: 1.464148
singular-value formula, same case: 1.464148
search minimum, random 4x2 matrix: 2.303568
singular-value formula, same case: 2.303568
squared distance to projected trials, polar: 0.53503
squared distance to projected trials, Gram-Schmidt: 0.87487
strong bonds, singular values at k=0: 0.99995 0.99657
weak bonds, singular values at k=0: 0.99995 0.08275
largest error amplification, strong: 0.996, weak: 11.533
1/s_min at k=0, strong: 1.003, weak: 12.085
frame jump across k=0, zero offset, strong: 1.2e-05, weak: 2.00000
strong bonds: smallest singular value on mesh 0.89919
strong bonds: squared distance Wannier-trial 0.18784
strong bonds: spread 3.030 angstrom^2 = 10.822 bohr^2
strong bonds: second moment 12.873, bound 13.568 angstrom^2
weak bonds: smallest singular value on mesh 0.08275
weak bonds: squared distance Wannier-trial 0.71792
weak bonds: spread 79.402 angstrom^2 = 283.548 bohr^2
weak bonds: second moment 89.237, bound 203.338 angstrom^2
gauge-invariant spread 3.0079 angstrom^2
slope v of singular value at zero offset: 5.6116 angstrom
spread coefficient a*v/4: 6.7339 angstrom^2
spread coefficient from Wannier functions: 6.7488 angstrom^2
hopping difference w: 0.600 eV
s_min at offset 0.02 eV: 0.016715, estimate 0.016667
weak bonds, offset 0.05 eV: s_min 0.04170, spread 160.541 angstrom^2
weak bonds, offset 0.10 eV: s_min 0.08275, spread 79.402 angstrom^2
weak bonds, offset 0.20 eV: s_min 0.16067, spread 38.223 angstrom^2
weak bonds, offset 0.40 eV: s_min 0.29049, spread 17.199 angstrom^2
zero offset, weak bonds, 1000 cells: spread 3239.3 angstrom^2
zero offset, weak bonds, 2000 cells: spread 6475.5 angstrom^2
bond orders per spin: [0.4104 0.2174 0.4087 0.2174]
s_min with exchange, V=2.0 eV: 0.05069
s_min with orbital overlap 0.176 on weak bonds: 0.07438
s_min with second-neighbour hopping -0.1 eV: 0.08275
s_min with strong hoppings lowered by 0.1 eV: 0.09893
thermal factor exp(-gap/2kT) at 300 K: 6.59e-11
```
